\section*{Onsager escape averaged over an exponential thermalization cloud}

An extreme-ultraviolet photon absorbed in a photoresist ejects an electron, which loses its energy in further ionizations and in weaker losses until it is thermal. At that moment it sits a few nanometres from a positive ion. In an organic solid of low permittivity, the Coulomb energy at this distance is several times the thermal energy. If nothing else captures them, most such electrons are therefore pulled back and neutralized, while some diffuse away. The fraction that escapes depends on the starting distance, and the starting distances are spread out. The task is to average the escape probability over that spread.

Consider one electron and one immobile cation of charge $+e$ in a uniform medium of relative permittivity $\varepsilon_r$ at temperature $T$. The electron moves by overdamped diffusion with coefficient $D$, without an applied field and without other reaction partners. It recombines on first reaching the distance $R$. Its potential energy is $U=-k_BT\,r_c/r$, where the Onsager radius
\begin{equation}
r_c=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r k_BT}
\end{equation}
is the distance at which the attraction equals $k_BT$ in magnitude.

Let $p(\mathbf r)$ be the probability that an electron now at $\mathbf r$ never recombines. During a short time $\tau$ it is displaced by $\boldsymbol\delta$. Each Cartesian component of $\boldsymbol\delta$ has variance $2D\tau$, and the mean displacement is $D\tau\,\mathbf v$ with $\mathbf v=-\nabla U/k_BT=-(r_c/r^2)\hat{\mathbf r}$. The escape probability before the step equals its mean after the step, $p(\mathbf r)=\langle p(\mathbf r+\boldsymbol\delta)\rangle$. Expanding to first order in $\tau$ gives
\begin{equation}
0=D\tau\left(\nabla^2p+\mathbf v\cdot\nabla p\right).
\label{eq:back}
\end{equation}
The diffusion coefficient cancels: it sets how long the outcome takes, not what the outcome is. For a spherically symmetric $p$,
\begin{equation}
p''+\left(\frac2r-\frac{r_c}{r^2}\right)p'=0,\qquad p(R)=0,\quad p(\infty)=1 .
\end{equation}
Since $(r^2e^{r_c/r})'=(2r-r_c)e^{r_c/r}$, multiplying the equation by $r^2e^{r_c/r}$ turns it into $(r^2e^{r_c/r}p')'=0$. Hence $p'=C\,e^{-r_c/r}/r^2$. The right-hand side is $C/r_c$ times the derivative of $e^{-r_c/r}$, so $p$ is a constant plus a multiple of $e^{-r_c/r}$. The two boundary conditions then give
\begin{equation}
p(r)=\frac{e^{-r_c/r}-\eta}{1-\eta}
=e^{-r_c/r}-\frac{\eta\,(1-e^{-r_c/r})}{1-\eta},\qquad \eta=e^{-r_c/R}.
\end{equation}
The contact radius changes $p$ by less than $\eta/(1-\eta)$ for $r>R$. For $r<R$ the true value is zero and $e^{-r_c/r}<\eta$. When $\eta$ is small compared with the averaged escape probability, it may be dropped, which leaves Onsager's zero-field result $p=e^{-r_c/r}$.

The thermalization density is taken to be proportional to $e^{-r/a}$ per unit volume. Because $\int_0^\infty4\pi r^2e^{-r/a}dr=8\pi a^3$, the normalized density is $e^{-r/a}/(8\pi a^3)$, and the distance itself has the density $r^2e^{-r/a}/(2a^3)$. Its mean is $3!\,a^4/(2a^3)=3a$ and its mean square is $4!\,a^5/(2a^3)=12a^2$. The length $a$ is thus one third of the mean distance. With $s=r/a$ and $x=r_c/a$, the averaged escape probability is
\begin{equation}
P(x)=\frac1{2a^3}\int_0^\infty r^2e^{-r/a-r_c/r}\,dr
=\frac12\int_0^\infty s^2e^{-s-x/s}\,ds .
\end{equation}
Several integrals of this kind are needed, so define
\begin{equation}
M_\mu(x)=\int_0^\infty s^{\mu-1}e^{-s-x/s}\,ds .
\end{equation}
Substitute $s=\sqrt x\,e^t$. Then $s^{\mu-1}ds=x^{\mu/2}e^{\mu t}dt$ and $s+x/s=2\sqrt x\cosh t$. In $e^{\mu t}=\cosh\mu t+\sinh\mu t$ the second term is odd and integrates to zero, so
\begin{equation}
M_\mu=2x^{\mu/2}\int_0^\infty e^{-2\sqrt x\cosh t}\cosh\mu t\,dt
=2x^{\mu/2}K_\mu(2\sqrt x),
\end{equation}
where the last integral is the standard representation of the modified Bessel function $K_\mu$. Since $P=M_3/2$,
\begin{equation}
P=\left(\frac{r_c}{a}\right)^{3/2}K_3\!\left(2\sqrt{\frac{r_c}{a}}\right).
\label{eq:main}
\end{equation}

The words ``exponential distribution'' can also mean that the distance itself has density $e^{-r/a}/a$. The average is then $M_1=2\sqrt x\,K_1(2\sqrt x)$. That density puts far more electrons close to the ion, and its mean distance is $a$ instead of $3a$. A length fitted with one convention cannot be inserted into the formula of the other.

For weak attraction, $x\ll1$, differentiate under the integral: $dM_\mu/dx=-M_{\mu-1}$. Therefore $P'=-M_2/2$, $P''=M_1/2$ and $P'''=-M_0/2$. At $x=0$ the first two integrals are $M_2=M_1=1$, while $M_0$ diverges. To find how, note that the map $s\to x/s$ leaves the integrand $e^{-s-x/s}ds/s$ unchanged and exchanges the ranges below and above $\sqrt x$. Hence
\begin{equation}
M_0=2\int_{\sqrt x}^\infty e^{-s-x/s}\frac{ds}{s}=-\ln x+O(1),
\end{equation}
because $x/s\le\sqrt x$ in this range and the remaining integral of $e^{-s}/s$ starts at $\sqrt x$. So $P'''=\tfrac12\ln x+O(1)$, and three integrations give
\begin{equation}
P=1-\frac x2+\frac{x^2}4+\frac{x^3}{12}\ln x+O(x^3).
\end{equation}
The first correction is $-r_c\langle1/r\rangle$, with $\langle1/r\rangle=1/(2a)$. The logarithm arises because $\langle1/r^3\rangle$ diverges at the origin, so a plain power series in the attraction fails at third order. Direct quadrature at $x=10^{-4}$ and $10^{-3}$ gives the logarithmic coefficient as $0.08326$, against $1/12=0.08333$.

For strong attraction, write $z=2\sqrt x\gg1$. The integral over $t$ is concentrated near $t=0$, where $\cosh t\simeq1+t^2/2+t^4/24$ and $\cosh3t\simeq1+9t^2/2$. The Gaussian weight $e^{-zt^2/2}$ has $\langle t^2\rangle=1/z$ and $\langle t^4\rangle=3/z^2$, so
\begin{align}
P&\simeq\frac{x^{3/2}}2e^{-z}\sqrt{\frac{2\pi}z}\left(1+\frac9{2z}-\frac{z}{24}\frac3{z^2}\right)\nonumber\\
&=\frac{\sqrt\pi}2x^{5/4}e^{-2\sqrt x}\left(1+\frac{35}{16\sqrt x}\right).
\end{align}
At $x=400$ this lies $0.42\,\%$ below the quadrature. The exponent contains $\sqrt{r_c/a}$, not $r_c/a$. Escape is carried by a compromise between the rarity of distant starts and the poor chances of near ones, and for $x\gg1$ the compromise lies near $r=\sqrt{ar_c}$. The integrand of $P$ peaks at $r=a(1+\sqrt{1+x})$, which is noticeably farther out at moderate $x$.

The same integrals tell where the escaping electrons began. Given escape, the starting distance has a density proportional to $r^2e^{-r/a-r_c/r}$, so
\begin{equation}
\langle r\rangle_{\rm esc}=a\frac{M_4}{M_3}=a\sqrt x\,\frac{K_4(z)}{K_3(z)},\qquad
\langle r^2\rangle_{\rm esc}=a^2\frac{M_5}{M_3}=a^2x\,\frac{K_5(z)}{K_3(z)} .
\end{equation}
Both exceed the unconditional values, because the weight $e^{-r_c/r}$ grows with $r$. For blur, this means that the escaping population starts from a wider cloud than the full population. These moments describe starting positions; the diffusion that follows adds to them.

As an example, take $\varepsilon_r=4$, $T=295$ K, $a=1.5$ nm and $R=0.5$ nm. The thermal voltage is $k_BT/e=25.42$ mV and the Onsager radius is $r_c=14.16$ nm. Then
\begin{equation}
x=\frac{14.161}{1.5}=9.441,\qquad z=2\sqrt x=6.145,
\end{equation}
\begin{equation}
P=x^{3/2}K_3(z)=29.007\times2.0824\times10^{-3}=0.0604 .
\end{equation}
About six electrons in a hundred escape. The contact term is $\eta=5\times10^{-13}$, so dropping it is harmless here. The strong-attraction expansion is only rough here: its first correction is $35/(8z)=0.71$ of the leading term, and with it the result is still $11\,\%$ below $P$.

An independent calculation starts from the forward problem. Electrons are fed in at a steady rate with the thermalization density, they drift and diffuse, and they are absorbed at $0.5$ nm and at $10^5$ nm. The outward current, divided by the feed rate, is $0.06041$. For $x=1$, $9.44$ and $30$ at the same $r_c$, the largest relative difference from Eq.~(\ref{eq:main}) is $1.4\times10^{-4}$. A difference of this size is expected from the finite outer sphere, which multiplies $p$ by $e^{r_c/10^5\,{\rm nm}}$, as shown below.

Evaluating Onsager's factor at the mean distance of $4.5$ nm would give $0.043$, which is too low. The sign of this error is not general. For $x\ll1$ the factor at the mean distance is $1-x/3$, which lies above the true average $1-x/2$. In the example, the mean starting distance rises from $4.5$ nm for all electrons to $7.7$ nm for those that escape, and the rms distance rises from $5.2$ to $8.2$ nm. With the radial reading of the exponential, the escape probability would be $0.00705$ at the same $a$, and $0.075$ at the same mean distance.

Temperature enters through $r_c$. If $a$ and $\varepsilon_r$ are held fixed, $x\propto1/T$, and with $P'=-M_2/2=-xK_2(z)$,
\begin{equation}
\frac{d\ln P}{d\ln T}=-\frac{xP'}P=\sqrt x\,\frac{K_2(z)}{K_3(z)}=2.12 .
\end{equation}
Warming from $295$ to $305$ K raises $P$ from $0.0604$ to $0.0648$, or by about $7\,\%$ of its value.

A chemically amplified resist also contains acid-generator molecules that capture electrons. A stationary diffusive current into a neutral sphere of radius $R_c$ is $4\pi DR_c$ times the distant electron density. Generators at number density $n$ therefore capture an electron at the rate $k=4\pi DR_cn$, if they act independently, capture the electron at every first contact, and the early transient is ignored. Ionic generators, which add Coulomb fields of their own, are outside this picture. Let $h(r)$ be the probability of recombining before capture. Survival during the step $\tau$ now has probability $1-k\tau$, which adds a loss term to Eq.~(\ref{eq:back}):
\begin{equation}
h''+\left(\frac2r-\frac{r_c}{r^2}\right)h'-\frac h{L^2}=0,\qquad
L=\sqrt{\frac Dk}=\frac1{\sqrt{4\pi R_cn}},
\end{equation}
with $h(R)=1$ and $h(\infty)=0$. For the round values $n=0.1$ nm$^{-3}$ and $R_c=0.7$ nm, $L=1.07$ nm. The forward calculation with this uniform sink gives a captured fraction of $0.68$ and a recombined fraction of $0.32$. Halving the number of mesh cells shifts the captured fraction by less than $10^{-6}$. No measurable fraction reaches the outer sphere, which lies very many capture lengths away.

Capture thus takes about eleven times as many electrons as Eq.~(\ref{eq:main}) lets escape. Some of them would have escaped anyway; the fraction that recombines falls from $0.94$ to $0.32$. The direction of the change is general within this model. The sink interrupts some paths that would have ended at the cation and creates no new ones, so the fraction that avoids recombination cannot fall below $P$. The size is less certain. The capture length is shorter than the typical generator spacing $n^{-1/3}=2.2$ nm and not much larger than $R_c$, so a uniform sink is a rough description. It understates capture here. For fixed, randomly placed spheres of the same density and radius, the captured fraction is about $0.8$. One reason is that a fraction $1-e^{-4\pi R_c^3n/3}=0.13$ of the electrons already starts within $R_c$ of a generator. Both estimates assume capture at every contact. With the uniform sink rate reduced to $k/10$ or $k/100$, the fraction avoiding recombination falls to $0.35$ or $0.16$. Nor is the captured fraction an acid yield, which depends on what follows capture.

The film is also finite. Suppose escape is counted on reaching a sphere of radius $R_o$. The condition $p(R_o)=1$ replaces the one at infinity, and with the contact term dropped
\begin{equation}
p(r)=e^{r_c/R_o-r_c/r},\qquad r<R_o .
\end{equation}
For $R_o=20$ nm, half the thickness of a $40$ nm film, the factor is $e^{0.708}=2.03$ and the average becomes $0.123$. For a cation at mid-depth this overstates the effect, because the sphere lies inside the flat film and is reached first. With the cation midway between two flat absorbing faces $40$ nm apart, the average is about $0.10$. A cation nearer to one face loses more electrons to it: at $7.5$ nm from a face, the average for electrons that start inside the film is about $0.15$. These numbers treat the faces as perfect absorbers and leave out image charges, so they give only the scale of the effect. They show that a distance of $20$ nm is not yet infinite when $r_c$ is $14$ nm.

Photoemission can charge the film and leave a field in it. Let a uniform field exert a force of magnitude $eE$ on the electron along the $z$ axis, set $\beta=eE/k_BT$, and measure $\theta$ from that axis. Equation (\ref{eq:back}) gains the term $\beta\,\partial p/\partial z$. For $\beta r_c\ll1$ try
\begin{equation}
p=p_0+\frac{\beta r_c}2(1+\cos\theta)\,p_0,\qquad p_0=e^{-r_c/r}.
\end{equation}
The part of the correction without angle solves the zero-field equation. In the part with $\cos\theta$, the angular Laplacian leaves $-\beta r_c\,p_0\cos\theta/r^2$. The field acting on $p_0$ gives $\beta\cos\theta\,p_0'=+\beta r_c\,p_0\cos\theta/r^2$, and the two cancel. The equation would still permit another multiple of $p_0$, which the behaviour far away must fix. For $r\gg r_c$ the recombination probability $q=1-p$ obeys $\nabla^2q+\beta\,\partial q/\partial z=0$ to leading order. It must decay at infinity and join the zero-field form $r_c/r$ at small $\beta r$. Writing $q=e^{-\beta z/2}\phi$ gives $\nabla^2\phi=\beta^2\phi/4$, hence
\begin{equation}
q=\frac{r_c}r\,e^{-\beta r(1+\cos\theta)/2}
\simeq\frac{r_c}r-\frac{\beta r_c}2(1+\cos\theta),\qquad \beta r\ll1,
\end{equation}
which agrees with the trial solution and excludes any further term. For isotropic starts $\cos\theta$ averages to zero, and
\begin{equation}
P(E)\simeq P(0)\left(1+\frac{eEr_c}{2k_BT}\right),
\end{equation}
provided that $\beta a\ll1$ as well. The relative rise does not depend on the thermalization length. It reaches $10\,\%$ at $0.0036$ MV/cm. A drop of $0.1$ V across $40$ nm means $0.025$ MV/cm, for which the bracket is $1.70$ and the estimate is $0.102$. Onsager's double series for arbitrary field, averaged over the same cloud, gives $0.101$. Here $\beta r_c=1.4$ is not small, so the first-order formula is used outside its derived range, and such close agreement cannot be expected for other parameters: for $a=5$ nm at the same field it gives $0.58$ against a full value of $0.51$. These numbers are for an unbounded medium. With the cation midway between absorbing faces $40$ nm apart, the same field raises the average only from about $0.10$ to $0.11$.

Set beside a real polymer resist, the chosen permittivity, film thickness and mean thermalization distance of a few nanometres are rough typical values, and the thermalization distance is the least certain. Its influence is large: Eq.~(\ref{eq:main}) gives $0.023$ for a mean distance of $3$ nm and $0.105$ for $6$ nm. Of the assumptions examined here, the one with the largest effect is the neglect of electron capture, provided the acid generators are as dense as in the example and capture at nearly the diffusion-limited rate. In the estimate above, capture raises the fraction avoiding recombination from $0.06$ to about $0.7$ with a uniform sink, and to about $0.8$ with discrete generators. Other assumptions matter too. While the electron is still close and moving fast, the slower part of the polarization may not follow it. With $\varepsilon_r=2.5$ throughout, the escape probability falls to $0.019$. One photon also produces several ionizations close together. If a second uncompensated positive charge sat at the origin, $r_c$ would double and $P$ would drop to $0.009$. That is a scale for the effect, not a model of the cluster, since the other electrons are left out. These shifts were computed one at a time, with the remaining parameters held fixed, and they need not combine by multiplication. Equation (\ref{eq:main}) is therefore the escape probability of an isolated pair in a medium without scavengers; a sensitivity model for a resist needs the capture step as well. The numerical output lists the parameters and the main results.

\section*{Computed values}
\begin{verbatim}
relative permittivity: 4.0
temperature: 295 K
decay length a: 1.50 nm
contact radius: 0.50 nm
film thickness: 40 nm
thermal voltage kT/e: 25.421 mV
Onsager radius r_c: 14.161 nm
ratio x = r_c/a: 9.4407
Bessel argument 2 sqrt(x): 6.1452
K_3 at this argument: 2.082381e-03
prefactor x^(3/2): 29.0074
escape probability P: 0.06040
P by quadrature: 0.06040
P by transport solver: 0.06041
largest quadrature mismatch, relative: 7.8e-16
largest transport mismatch, relative: 1.4e-04
fitted coefficient of x^3 ln x: 0.08326
large-x law error at x=400: -0.42 %
exp(-r_c/r) at the mean distance: 0.04298
mean start, all electrons: 4.500 nm
mean start, escaping electrons: 7.680 nm
rms start, all electrons: 5.196 nm
rms start, escaping electrons: 8.205 nm
radial reading, same a: 0.00705
radial reading, same mean distance: 0.07462
generator density: 0.10 nm^-3
capture radius: 0.70 nm
capture length sqrt(D/k): 1.066 nm
generator spacing n^(-1/3): 2.154 nm
with sink, captured fraction: 0.6753
with sink, recombined fraction: 0.3247
with sink, escaped to far sphere: 0.0e+00
captured fraction over P: 11.18
mesh-halving shift of captured: -7.6e-07
P for escape sphere of 20 nm: 0.12261
film voltage: 0.10 V
film field: 0.0250 MV/cm
P in this field, full series: 0.10143
P in this field, first order: 0.10247
field for a 10 % first-order rise: 0.00359 MV/cm
P for permittivity 2.5: 0.01879
P for a doubly charged centre: 0.00942
contact term exp(-r_c/R): 5.0e-13
d ln P / d ln T: 2.120
P at 305 K: 0.06478
\end{verbatim}
